# Density–length threshold for space-charge instability at negative differential mobility

## Problem

An n-type semiconductor layer of length $L$ has uniform doping density $n_0$. It is biased at a high field where the electron drift velocity falls as the field rises. The model parameters are

- relative permittivity $\varepsilon_r=9$,
- drift velocity $v=2\times10^{7}$ cm/s at the operating field,
- slope $dv/dE=-\mu$ with $\mu=50$ cm²/(V s).

(a) Estimate the product $n_0L$ at which a small space-charge disturbance grows appreciably while it crosses the layer. What doping does this mean for $L=1$ µm?

(b) Find the value of $n_0L$ above which the layer is unstable when its terminal voltage is held fixed, and the oscillation frequency at onset for the same length.

Take the problem as one-dimensional, with electrons drifting from the cathode at $x=0$ to the anode at $x=L$. The steady field is uniform and the field at the cathode is held at its steady value. The velocity follows the local field without delay. Diffusion and trapping are neglected.

## First estimate by scaling

In an ordinary conductor of conductivity $\sigma$, excess charge decays in the dielectric relaxation time $\varepsilon/\sigma$, where $\varepsilon=\varepsilon_r\varepsilon_0$. For small disturbances the relevant conductivity is the differential one, $q n_0\,dv/dE=-qn_0\mu$, with $q$ the elementary charge. Its sign is negative, so the charge grows instead of decaying, with the growth time

$$t_g=\frac{\varepsilon}{qn_0\mu}.$$

The disturbance drifts with the electrons and has the transit time $\tau=L/v$ in which to grow. The number of growth times in one transit is

$$N=\frac{\tau}{t_g}=\frac{q\mu\,n_0L}{\varepsilon v}.$$

Growth is appreciable when $N$ is about one. Setting $N=1$ gives

$$(n_0L)_1=\frac{\varepsilon v}{q\mu}.$$

With $\varepsilon=9\times8.854\times10^{-14}=7.969\times10^{-13}$ F/cm,

$$(n_0L)_1=\frac{(7.969\times10^{-13})(2\times10^{7})}{(1.602\times10^{-19})(50)}
=\frac{1.594\times10^{-5}}{8.011\times10^{-18}}
=1.99\times10^{12}\ \text{cm}^{-2}.$$

The numerator has the unit C/(V s) and the denominator C cm²/(V s), which leaves cm⁻². In SI units the result is $1.99\times10^{16}$ m⁻².

For $L=1$ µm $=10^{-4}$ cm the doping is $1.99\times10^{16}$ cm⁻³. The transit time is $10^{-4}/(2\times10^{7})$ s $=5$ ps, equal to the growth time, as $N=1$ demands.

The choice $N=1$ is a convention. Scaling cannot tell whether growth by one factor of $e$ is enough to sustain an instability. That depends on what happens when the disturbance reaches the anode.

## Exact solution of the linearized model

### The field equation

Let $E$ be the magnitude of the field that drives electrons toward $+x$; the electric field vector then points toward $-x$. For electron density $n$, Gauss's law reads $\varepsilon\,\partial(-E)/\partial x=q(n_0-n)$, or

$$\varepsilon\frac{\partial E}{\partial x}=q(n-n_0).$$

The sum of conduction and displacement current does not depend on $x$ in one dimension. Counting its density $J$ as positive toward $-x$, and replacing $qn$ by Gauss's law,

$$J(t)=\left(qn_0+\varepsilon\frac{\partial E}{\partial x}\right)v(E)+\varepsilon\frac{\partial E}{\partial t}.$$

Write $E=E_0+e(x,t)$ and $J=qn_0v+j(t)$, where $v$ now denotes $v(E_0)$. To first order $v(E)=v-\mu e$. The product in the current equation becomes

$$\left(qn_0+\varepsilon\frac{\partial e}{\partial x}\right)(v-\mu e)
=qn_0v-qn_0\mu e+\varepsilon v\frac{\partial e}{\partial x}-\varepsilon\mu e\frac{\partial e}{\partial x}.$$

The last term is small compared with the one before it when $\mu|e|\ll v$, and is dropped. The steady current cancels. Division by $\varepsilon$ and use of $qn_0\mu/\varepsilon=N/\tau$ leave

$$\frac{\partial e}{\partial t}+v\frac{\partial e}{\partial x}=\frac{N}{\tau}e+\frac{j}{\varepsilon}.\qquad(1)$$

### Fixed current

If the current is held fixed, $j=0$. Along a path $x=x_0+vt$ the left side of (1) is the total time derivative of $e$, so

$$\frac{de}{dt}=\frac{N}{\tau}e,\qquad e(x_0+vt,t)=e(x_0,0)\,e^{Nt/\tau}.$$

A packet that crosses the whole layer grows by $e^N$. This confirms the meaning of the scaling estimate. A numerical solution of the nonlinear current equation at $N=1$ tested it: in half a transit a small packet moved by $0.500L$ and grew by 1.649, which agrees with $e^{1/2}$.

Yet the layer is not unstable in this case, however large $N$ is. The condition $e(0,t)=0$ lets no new disturbance in, and after one transit time the old one has left through the anode. In the linear model there is amplification in transit, but nothing to restart the process.

### Fixed voltage

A fixed voltage requires

$$\int_0^L e\,dx=0.$$

Integrate (1) over the layer. The time derivative and the growth term vanish because they contain this integral. With $e(0,t)=0$, what remains is $v\,e(L,t)=jL/\varepsilon$, or

$$j(t)=\frac{\varepsilon v}{L}\,e(L,t).$$

The field disturbance at the anode thus changes the current, and the current acts at once throughout the layer, including the region next to the cathode. This is the feedback that was missing at fixed current.

Now seek modes $e=f(\xi)e^{st}$ and $j=j_0e^{st}$, with $\xi=x/L$. Insert them in (1), multiply by $\tau=L/v$, and define

$$z=s\tau-N,\qquad C=\frac{j_0\tau}{\varepsilon}.$$

The result is $f'+zf=C$ with $f(0)=0$. For $z\ne0$ its solution is

$$f=\frac{C}{z}\left(1-e^{-z\xi}\right).$$

The voltage condition becomes

$$0=\int_0^1 f\,d\xi=\frac{C}{z}\left(1-\frac{1-e^{-z}}{z}\right)
=C\,\frac{z-1+e^{-z}}{z^2}.$$

A nonzero mode needs $C\ne0$, hence

$$z-1+e^{-z}=0,\qquad z\ne0.\qquad(2)$$

The value $z=0$ must be excluded: there $f=C\xi$, whose integral is $C/2$, not zero.

### The rightmost root

The growth rate is $\operatorname{Re}s=(N+\operatorname{Re}z)/\tau$, so the root of (2) with the largest real part decides stability.

For real $z$, the function $z-1+e^{-z}$ has derivative $1-e^{-z}$ and a single minimum, equal to zero, at $z=0$. There are no other real roots. Complex roots come in conjugate pairs, so take $z=a+ib$ with $b>0$. The real and imaginary parts of (2) are

$$1-a=e^{-a}\cos b,\qquad b=e^{-a}\sin b.$$

The second equation requires $\sin b>0$ and gives $e^{-a}=b/\sin b$, or $a=-\ln(b/\sin b)$. Since $b>\sin b$, every such root has $a<0$. Substitution in the first equation gives

$$b\cot b=1+\ln\frac{b}{\sin b}.\qquad(3)$$

The right side exceeds 1, so $\cot b>0$. Together with $\sin b>0$ this confines $b$ to the intervals $2\pi k<b<2\pi k+\pi/2$, with $k=0,1,2,\dots$

For $k=0$, $\tan b>b$ makes the left side of (3) less than 1, and there is no root. For $k\ge1$, let $h(b)$ be the left side minus the right side. Its derivative is

$$h'=2\cot b-\frac{b}{\sin^2b}-\frac1b
=-\frac1b\left[b^2+(b\cot b-1)^2\right]<0,$$

where $1/\sin^2b=1+\cot^2b$ was used. At the lower end of the interval $h\to+\infty$, because the cotangent term outgrows the logarithm. At the upper end $h=-1-\ln b<0$. Each interval with $k\ge1$ therefore holds one root.

Numerical solution for $k=1$ gives

$$z_1=-2.0888+7.4615\,i,$$

for which $e^{-a}=8.08$. For $k\ge2$, $e^{-a}=b/\sin b\ge b>4\pi>12$, so $a$ is more negative. The pair $z_1,z_1^*$ is the rightmost.

### Threshold and frequency

The leading mode grows when $N>2.0888$. The fixed-voltage threshold is

$$(n_0L)_V=2.0888\,\frac{\varepsilon v}{q\mu}
=2.0888\times1.9895\times10^{12}
=4.16\times10^{12}\ \text{cm}^{-2},$$

or $4.16\times10^{16}$ m⁻². For $L=1$ µm the doping is $4.16\times10^{16}$ cm⁻³.

At threshold $s=i\operatorname{Im}z_1/\tau$, and the frequency is

$$f_{\rm osc}=\frac{\operatorname{Im}z_1}{2\pi\tau}
=\frac{7.4615}{2\pi(5\times10^{-12}\ \text{s})}
=238\ \text{GHz}.$$

## Comparison

The scaling estimate has the right dependence on $\varepsilon$, $v$ and $\mu$, but its value is smaller than the fixed-voltage threshold by a factor 2.09. The two numbers answer different questions. At $1.99\times10^{12}$ cm⁻² a packet grows by $e$ in one transit. At $4.16\times10^{12}$ cm⁻² it would grow by 8.08 at fixed current, and this is the strength needed for the fixed-voltage feedback to sustain itself.

Everywhere below the second value the layer is stable against small disturbances at fixed voltage, yet the charge in a travelling packet still grows on its way to the anode. The reason is that $j$ does not depend on $x$ and drops out when (1) is differentiated with respect to $x$, so $\partial e/\partial x$ grows as $e^{Nt/\tau}$ along the drift path. The first value only marks where this growth of the charge reaches a factor $e$ in a full transit, at fixed current and at fixed voltage alike. At $N=1$ the leading mode has $\operatorname{Re}s\,\tau=1-2.0888=-1.0888$, so its amplitude falls to about one third in each transit time.

The boundary was also tested without equation (2). The nonlinear current equation was put on a grid, linearized numerically at fixed voltage, and searched for the doping at which a growing mode first appears. This gave the factor 2.0898, which differs from the analytic value by about 0.05% of the latter. The numerical results are listed below the text.

Two limits show how the layer length enters. The leading growth rate can be written

$$\operatorname{Re}s=\frac1{t_g}-2.0888\,\frac vL.$$

For a long layer at fixed doping the second term vanishes, and the rate approaches that of local dielectric growth. For a short layer the second term dominates and the fixed-voltage modes decay, although a packet can still grow on its way to the anode. At somewhat higher doping than the threshold more than one mode can grow: the second pair of roots has real part $-2.664$, so it becomes unstable at $2.664\times1.9895\times10^{12}=5.30\times10^{12}$ cm⁻².

The factor 2.09 belongs to the stated boundary conditions and to a uniform steady field. A contact that makes the steady field nonuniform changes $v$ and $\mu$ along the layer, and equation (1) no longer has constant coefficients. A circuit with appreciable impedance changes the voltage condition.

Diffusion with coefficient $D$ would add $D\,\partial^2e/\partial x^2$ to the right side of (1) and damp a wave of wavenumber $k$ at the rate $Dk^2$. With $k\approx\operatorname{Im}z_1/L$, its neglect over one transit requires

$$D\ll\frac{vL}{(\operatorname{Im}z_1)^2}
=\frac{(2\times10^{7})(10^{-4})}{(7.46)^2}\approx36\ \text{cm}^2/\text{s}$$

for the 1 µm layer. The assumption of an instantaneous velocity likewise requires the carriers to adjust in a time much shorter than $\tau/\operatorname{Im}z_1\approx0.67$ ps; if the velocity relaxes toward its local value with a single time constant of 0.2 ps, the threshold factor already rises from 2.09 to about 2.25. If either condition fails, the threshold must be recalculated with the missing process included. A diffusion coefficient of 10 cm²/s, for example, is not very small on this scale, so the numbers found for the 1 µm layer are those of the diffusion-free model and need checking before they are applied to a particular material. Finally, the linear theory gives the onset of growth; it does not give the amplitude or shape of the oscillation that follows.

## Numbers as computed

```
Relative permittivity: 9.0
Drift velocity: 2.000e+07 cm/s
Negative mobility magnitude: 50.0 cm^2/(V s)
Elementary charge: 1.602177e-19 C
Vacuum permittivity: 8.854188e-14 F/cm
Layer permittivity: 7.968769e-13 F/cm
Numerator eps*v: 1.593754e-05 C/(V s)
Denominator q*mu: 8.010883e-18 C cm^2/(V s)
One-e-fold n0*L: 1.9895e+12 cm^-2
One-e-fold n0*L: 1.9895e+16 m^-2
Chosen length: 1.000 micrometre
One-e-fold doping: 1.9895e+16 cm^-3
Transit time: 5.0000 ps
Growth time at one-e-fold doping: 5.0000 ps
Simulated half-transit growth: 1.64872 (ratio)
Expected half-transit growth: 1.64872 (ratio)
Simulated half-transit shift / L: 0.50000 (ratio)
First root real part: -2.08884 (dimensionless)
First root imaginary part: 7.46149 (dimensionless)
Second root real part: -2.66407 (dimensionless)
Second root imaginary part: 13.87906 (dimensionless)
Fixed-voltage rate*tau at one e-fold, formula: -1.0888
Fixed-voltage rate*tau at one e-fold, grid: -1.0898
Fixed-voltage threshold factor, formula: 2.0888
Fixed-voltage threshold factor, grid: 2.0898
Fixed-voltage threshold n0*L: 4.1557e+12 cm^-2
Fixed-voltage threshold n0*L: 4.1557e+16 m^-2
Fixed-voltage threshold doping: 4.1557e+16 cm^-3
Growth time at that doping: 2.3937 ps
Packet growth per transit there: 8.0756 (ratio)
Onset frequency: 237.51 GHz
```
